# Mixed second derivatives from one self-consistent response

## Two integrals with one value

In a one-dimensional model molecule, moving nucleus 1 changes the electron density at the rate $n^{R_1}(x)$, and a uniform field changes it at the rate $n^{F}(x)$. The two functions solve different response problems. Yet

$$
\int x\,n^{R_1}\,dx = 2.52154,\qquad \int v^{R_1}\,n^{F}\,dx = 2.52154 ,
$$

where $x$ is the potential of a unit field and $v^{R_1}$ is the derivative of the bare nuclear attraction with respect to $R_1$. Each integral pairs a fully screened density response with an unscreened potential. Their equality is the interchange theorem, and it allows a mixed second derivative of the energy to be computed from whichever response is cheaper.

## Statement and assumptions

Hartree atomic units are used. The external potential $v(\mathbf r;\lambda,\mu)$ depends on two parameters. A superscript $\lambda$ or $\mu$ denotes a total derivative at the reference point; for the given functions $v$ and $E_{nn}$ this is the ordinary partial derivative. The system is a closed-shell Kohn-Sham system with real orthonormal orbitals $\phi_i$, each doubly occupied:

$$
E=2\sum_i\langle\phi_i|T|\phi_i\rangle+\int v\,n\,d\mathbf r+E_{\rm Hxc}[n]+E_{nn},\qquad n=2\sum_i\phi_i^2 . \tag{1}
$$

$T$ is the kinetic operator, $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy, and $E_{nn}$ the energy of the nuclei, including their energy in an applied field. Four assumptions are made:

- $v$ is local, and $E_{\rm Hxc}$ is a twice differentiable functional of $n$ alone;
- the basis does not depend on $\lambda$ or $\mu$;
- a gap separates occupied from empty levels;
- the linear response equations have a unique solution.

Under these conditions

$$
\boxed{E^{\lambda\mu}=\int n^\lambda v^\mu\,d\mathbf r+\int n\,v^{\lambda\mu}\,d\mathbf r+E_{nn}^{\lambda\mu},\qquad \int n^\lambda v^\mu\,d\mathbf r=\int n^\mu v^\lambda\,d\mathbf r .} \tag{2}
$$

The last two terms of the energy derivative need no response, but they must be kept. The contraction alone is the full mixed derivative only if their sum vanishes.

## Proof from the energy gradient

Let $H=T+v+v_{\rm Hxc}$, with $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$. Because of the gap and the unique solvability of the response equations, the self-consistent occupied space varies smoothly with the parameters (a gap alone is not enough, since the induced potential feeds back on the orbitals), and so can an orthonormal set $\phi_i$ spanning it. Stationarity of $E$ under the orthonormality constraint gives

$$
H\phi_i=\sum_j\phi_j\Lambda_{ji},\qquad \Lambda_{ji}=\langle\phi_j|H|\phi_i\rangle=\Lambda_{ij}. \tag{3}
$$

At the reference point the orbitals are chosen as eigenfunctions, $\Lambda_{ji}=\varepsilon_i\delta_{ji}$. Away from it $\Lambda$ need not be diagonal, so degenerate occupied levels cause no difficulty.

Differentiate (1) with respect to $\mu$. Since $n^\mu=4\sum_i\phi_i\phi_i^\mu$, all terms containing orbital derivatives combine into $H$:

$$
E^\mu=4\sum_i\langle\phi_i^\mu|H|\phi_i\rangle+\int n\,v^\mu\,d\mathbf r+E_{nn}^\mu .
$$

By (3) the first term is $4\sum_{ij}\Lambda_{ji}\langle\phi_i^\mu|\phi_j\rangle$. Differentiating $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ gives

$$
\langle\phi_i^\mu|\phi_j\rangle+\langle\phi_j^\mu|\phi_i\rangle=0 , \tag{4}
$$

so this overlap is antisymmetric in $i,j$. Its contraction with the symmetric $\Lambda$ vanishes, and

$$
E^\mu=\int n\,v^\mu\,d\mathbf r+E_{nn}^\mu . \tag{5}
$$

Equation (5) holds at every point near the reference, not just at it, and may therefore be differentiated with respect to $\lambda$. The product rule gives the first part of (2). Differentiating in the other order gives the same expression with $n^\mu v^\lambda$ in place of $n^\lambda v^\mu$. The two mixed derivatives of a smooth energy are equal and the explicit terms are symmetric, so the contractions are equal.

This proof does not show what becomes of the induced Hartree and exchange-correlation potentials. The response equations do.

## Proof from the response equations

Let $Q$ project onto the empty states. Split the orbital derivative as

$$
\phi_i^\lambda=a_i^\lambda+\sum_j\phi_jc_{ji},\qquad a_i^\lambda=Q\phi_i^\lambda,\qquad c_{ji}=\langle\phi_j|\phi_i^\lambda\rangle .
$$

By (4), $c_{ji}=-c_{ij}$. Its contribution to the density, $4\sum_{ij}\phi_i\phi_jc_{ji}$, contracts a symmetric product with an antisymmetric matrix and is zero. Hence

$$
n^\lambda=n[a^\lambda],\qquad n[a]\equiv4\sum_i\phi_i a_i . \tag{6}
$$

The factor 4 is two for spin times two for the derivative of a square.

Now differentiate (3). The derivative of $H$ is $v^\lambda+Kn^\lambda$, where $K(\mathbf r,\mathbf r')=\delta^2E_{\rm Hxc}/\delta n(\mathbf r)\delta n(\mathbf r')$ and $Kn^\lambda$ means $\int K(\mathbf r,\mathbf r')n^\lambda(\mathbf r')d\mathbf r'$:

$$
(v^\lambda+Kn^\lambda)\phi_i+H\phi_i^\lambda=\sum_j\left(\phi_j^\lambda\Lambda_{ji}+\phi_j\Lambda_{ji}^\lambda\right).
$$

Apply $Q$. It commutes with $H$ and annihilates $\phi_j$, and $\Lambda$ is diagonal at the reference, so

$$
(H-\varepsilon_i)a_i^\lambda=-Q(v^\lambda+Kn^\lambda)\phi_i . \tag{7}
$$

This is the self-consistent Sternheimer equation: the unknown $a^\lambda$ also enters the right side through $n^\lambda$.

Take any set of functions $b_i$ in the empty space. Multiply (7) by $4b_i$, integrate and sum over $i$. Since $Qb_i=b_i$, the right side contains $n[b]$:

$$
4\sum_i\langle b_i|H-\varepsilon_i|a_i^\lambda\rangle=-\int v^\lambda n[b]\,d\mathbf r-\int n[b]\,Kn^\lambda\,d\mathbf r .
$$

Move the last term to the left and define

$$
A(a,b)=4\sum_i\langle a_i|H-\varepsilon_i|b_i\rangle+\int n[a]\,Kn[b]\,d\mathbf r . \tag{8}
$$

The equation becomes

$$
A(b,a^\lambda)=-\int v^\lambda n[b]\,d\mathbf r\quad\text{for every }b . \tag{9}
$$

The induced potential now belongs to $A$, and the right side contains the bare potential alone. Because $H$ is symmetric and $K$ is a second functional derivative, $A(a,b)=A(b,a)$. Put $b=a^\mu$ in (9), then write the same equation with the labels exchanged:

$$
\int v^\lambda n^\mu\,d\mathbf r=-A(a^\mu,a^\lambda)=-A(a^\lambda,a^\mu)=\int v^\mu n^\lambda\,d\mathbf r .
$$

This proves the interchange. The argument uses the symmetry of $K$ but not its correctness. A code with a wrong but symmetric kernel, or with $K=0$, still gives equal contractions. Equality is therefore a necessary property of a correct implementation, not a sufficient one.

## The variational form

The form $A$ also measures the curvature of the energy. For small $a_i$ in the empty space, the trial orbitals

$$
\tilde\phi_i=\phi_i+a_i-\tfrac12\sum_j\phi_j\langle a_j|a_i\rangle
$$

are orthonormal through second order: the overlap $\langle a_i|a_j\rangle$ is cancelled by two corrections of minus one half. At fixed external potential, the first-order energy change $4\sum_i\langle\phi_i|H|a_i\rangle$ vanishes because $H\phi_i=\varepsilon_i\phi_i$ is orthogonal to $a_i$. The second-order change is

$$
2\sum_i\langle a_i|H|a_i\rangle-2\sum_i\varepsilon_i\langle a_i|a_i\rangle+\tfrac12\int n[a]\,Kn[a]\,d\mathbf r=\tfrac12A(a,a).
$$

The second term comes from the normalization correction and the third from the curvature of $E_{\rm Hxc}$.

Now displace both parameters by small amounts $\delta\lambda,\delta\mu$ and take $a=\delta\lambda\,\alpha+\delta\mu\,\beta$. The coefficient of $\delta\lambda\,\delta\mu$ in the energy is

$$
\mathcal F[\alpha,\beta]=S+\int v^\lambda n[\beta]\,d\mathbf r+\int v^\mu n[\alpha]\,d\mathbf r+A(\alpha,\beta), \tag{10}
$$

with $S=\int n\,v^{\lambda\mu}d\mathbf r+E_{nn}^{\lambda\mu}$. The cross term of $\tfrac12A(a,a)$ occurs twice, which removes the one half.

Let $\alpha=a^\lambda+\delta a$ and $\beta=a^\mu+\delta b$. The terms linear in $\delta b$ are $\int v^\lambda n[\delta b]\,d\mathbf r+A(a^\lambda,\delta b)$, which vanish by (9). Those linear in $\delta a$ vanish in the same way. At the exact responses, $A(a^\lambda,a^\mu)$ cancels one of the two contractions. Therefore

$$
\mathcal F[\alpha,\beta]=E^{\lambda\mu}+A(\delta a,\delta b). \tag{11}
$$

If $\alpha$ is exact, $\delta a=0$ and the result does not depend on $\beta$. The choice $\beta=0$ turns (10) into $S+\int v^\mu n^\lambda d\mathbf r$, which is the theorem. The second response is unnecessary because its error would be multiplied by zero.

If $\alpha$ is approximate and $\beta=0$, then $\delta b=-a^\mu$, and the error is

$$
-A(\delta a,a^\mu)=\int v^\mu n[\delta a]\,d\mathbf r ,
$$

which is of first order in $\delta a$. Using approximate solutions for both perturbations in (10) makes the error a product of two small quantities. Its sign is not fixed, since $\delta a$ and $\delta b$ are independent, so (10) gives no bound on a mixed derivative.

## Where the screening belongs

Expanding (7) in empty eigenfunctions $\phi_m$ gives

$$
a_i^\lambda=-\sum_m\phi_m\frac{\langle\phi_m|v_s^\lambda|\phi_i\rangle}{\varepsilon_m-\varepsilon_i},\qquad v_s^\lambda=v^\lambda+Kn^\lambda .
$$

Insertion in (6) gives $n^\lambda=\chi_0v_s^\lambda$, with the independent-particle response function

$$
\chi_0(\mathbf r,\mathbf r')=-4\sum_{im}\frac{\phi_i(\mathbf r)\phi_m(\mathbf r)\,\phi_i(\mathbf r')\phi_m(\mathbf r')}{\varepsilon_m-\varepsilon_i}.
$$

It is symmetric in its arguments. With $n_0^\mu=\chi_0v^\mu$, the response without induced potentials,

$$
\int v^\mu n^\lambda\,d\mathbf r=\int v^\mu\chi_0v_s^\lambda\,d\mathbf r=\int n_0^\mu v_s^\lambda\,d\mathbf r . \tag{12}
$$

The screening may thus be moved from the density to the potential, but it must appear once. Screening both factors adds a spurious term:

$$
\int n^\lambda v_s^\mu\,d\mathbf r=\int n^\lambda v^\mu\,d\mathbf r+\int n^\lambda Kn^\mu\,d\mathbf r .
$$

Screening neither factor gives $\int n_0^\lambda v^\mu d\mathbf r$. By (12), this lacks $\int n_0^\mu Kn^\lambda d\mathbf r$.

## Worked example

The molecule has four electrons and nuclei of charge 3 and 1 at $R_1=-1$ and $R_2=2$ bohr. Every Coulomb interaction is softened to $1/\sqrt{s^2+1}$, and the exchange energy is the model expression $-a\int n^{4/3}dx$ with $a=0.4$ in atomic units. A field $F$ adds $+Fx$ to the potential energy of an electron. In unlimited space this potential has no lower bound, so there is no ground state for $F\neq0$. The field derivatives below refer to a basis of finite range and to fields weak enough that the electrons stay on the molecule. With $s=x-R_1$,

$$
v^F=x,\qquad v^{R_1}=-\frac{3s}{(s^2+1)^{3/2}},\qquad v^{R_1R_1}=\frac{3(1-2s^2)}{(s^2+1)^{5/2}} .
$$

The nuclear energy is $E_{nn}=3/\sqrt{(R_1-R_2)^2+1}-F(3R_1+R_2)$, and the kernel is

$$
K(x,x')=\frac{1}{\sqrt{(x-x')^2+1}}-\frac{4a}{9}\,n(x)^{-2/3}\,\delta(x-x') .
$$

The orbitals are expanded in 181 sinc functions centred on fixed grid points 0.2 bohr apart. The ground state is iterated to self-consistency at $F=0$. Its occupied levels are $-0.794$ and $-0.198$ hartree, and the first empty level is $-0.051$ hartree. Writing $a_i^\lambda=\sum_m\phi_my_{mi}^\lambda$ turns (7) into linear equations, solved directly:

$$
(\varepsilon_m-\varepsilon_i)y_{mi}^\lambda+4\sum_{nj}\langle\phi_m\phi_i|K|\phi_n\phi_j\rangle y_{nj}^\lambda=-\langle\phi_m|v^\lambda|\phi_i\rangle .
$$

Here $n$ labels empty states and $j$ occupied ones. The lowest eigenvalue of the matrix on the left is 0.175 hartree in this basis (0.174 when the range is extended from $\pm18$ to $\pm30$ bohr). It is positive, so the solution is unique.

**Dipole derivatives.** The dipole moment is $p=-E^F=3R_1+R_2-\int xn\,dx$. Its derivative with respect to $R_1$ is

$$
Z_1^*=-E^{R_1F}=3-\int x\,n^{R_1}dx=3-\int v^{R_1}n^F\,dx=3-2.5215=0.4785\ e .
$$

The form $3-\int x\,n^{R_1}dx$ is the change of dipole per unit displacement of the nucleus. The form $3-\int v^{R_1}n^F\,dx$ is the change of the force on the nucleus per unit field, because $-E^{R_1}$ is that force. For nucleus 2 the same field response gives $Z_2^*=1-1.4785=-0.4785\ e$. The sum is zero at this accuracy, as it must be for a neutral molecule: translating it rigidly does not change its dipole.

**Force constants.** The geometry is not an equilibrium one ($E^{R_1}=-0.0082$ hartree/bohr), which (2) does not require. Here the explicit terms matter. In hartree/bohr², and in the order of (2),

$$
E^{R_1R_1}=-1.6858+1.5839+0.1613=0.0593 \quad(\text{from unrounded terms}),
$$

$$
E^{R_1R_2}=0.1020+0-0.1613=-0.0593 .
$$

The contraction alone would have the wrong sign in both cases. The two results are opposite because at $F=0$ the energy depends on $R_1-R_2$ alone.

**Screening.** The table gives $E^{R_1F}$ and $E^{FF}$ for the possible placements, with the explicit terms included.

| Screened factors | $E^{R_1F}$ ($e$) | $E^{FF}$ (a.u.) |
|---|---:|---:|
| one | $-0.478$ | $-50.14$ |
| both | $-2.449$ | $-28.51$ |
| neither | $5.627$ | $-119.56$ |

The first row is correct and gives a polarizability $-E^{FF}$ of 50.14 a.u. Extending the basis range to $\pm30$ bohr shifts the $E^{FF}$ entries by at most about 0.002 a.u. and the $E^{R_1F}$ entries by at most about 0.0001 $e$, so the last digit of the third row is uncertain. All three prescriptions are symmetric under exchange of the perturbations, so symmetry cannot tell them apart.

**Approximate responses.** Let both trial responses differ from the exact ones by a fraction $f$ of the difference between the independent-particle and self-consistent solutions. For $E^{R_1F}$, the contraction of the trial $n^{R_1}$ with $x$ is in error by $6.106f$, and the variational form (10) by $-13.01f^2$, both in units of $e$. At $f=0.1$ the errors are $0.611$ and $-0.130$; at $f=0.01$ they are $0.0611$ and $-0.0013$. At $f=1$ the variational form is the worse of the two. The magnitudes cross at $f=6.106/13.01\approx0.47$. The crossing point is particular to this element and these trial errors. In general (11) makes the error of the variational form second order, so it becomes the better estimate once both errors are scaled down far enough, provided the first-order error $\int v^\mu n[\delta a]\,d\mathbf r$ of the contraction is not zero. If $\delta a$ happens to make that integral vanish, the contraction is exact while (10) still carries $A(\delta a,\delta b)$. Far from convergence the variational form can be the worse estimate, as it is here.

## Implementation

1. Converge the ground state, since (5) and (7) both rely on its stationarity.
2. For a block of mixed derivatives between two groups of parameters, choose the smaller group. For $N$ atoms in three dimensions, the dipole derivatives need three field responses instead of $3N$ displacement responses.
3. Solve (7) to self-consistency for each member of that group and form $n^\lambda$ from (6).
4. Integrate $n^\lambda$ against the bare $v^\mu$ of every member of the other group.
5. Add $\int n\,v^{\lambda\mu}d\mathbf r$ and $E_{nn}^{\lambda\mu}$.

The saving concerns blocks between different groups. In this scheme a diagonal element $E^{\lambda\lambda}$ still needs the response to $\lambda$, so a complete force-constant matrix needs the displacement responses unless symmetry relates them.

Three changes of setting require care. For a nonlocal external operator $V$ that is real and symmetric, $\int v^\mu n[a]\,d\mathbf r$ becomes $4\sum_i\langle\phi_i|V^\mu|a_i\rangle$, while $\int v\,n\,d\mathbf r$, $\int n\,v^\mu\,d\mathbf r$ and $\int n\,v^{\lambda\mu}\,d\mathbf r$ become $2\sum_i\langle\phi_i|V|\phi_i\rangle$, $2\sum_i\langle\phi_i|V^\mu|\phi_i\rangle$ and $2\sum_i\langle\phi_i|V^{\lambda\mu}|\phi_i\rangle$. With these replacements the two proofs and the variational form go through unchanged. If the basis functions move with the nuclei, the overlap matrix, the kinetic matrix and the density itself (hence $\int v\,n\,d\mathbf r$ and $E_{\rm Hxc}$) also depend on the parameters at fixed coefficients, and (5) lacks all of those contributions. If the gap closes, the occupied space need not vary smoothly; if $A$ becomes singular, (7) loses its unique solution. In either case the derivation no longer applies as it stands.
